# Sign of Feibelman's d and the size shift of jellium plasmons

**The decision.** A calculation of the dipole plasmon of a simple-metal particle about a nanometre in radius must fix how the electron density ends at the surface. One can confine a uniform electron fluid with a hard wall at the edge of the ionic background, or let the density relax against the vacuum. This choice sets the sign of the size correction. For a jellium sphere of 92 electrons at $r_s=4$ bohr, roughly the density of sodium, the classical frequency is 3.40 eV. The hard wall raises it by 0.45 eV and the time-dependent local-density approximation (TDLDA) puts the broadened peak about 0.4 eV below it. Measured resonances of small sodium clusters lie, roughly, between 2.5 and 3 eV, on the red side. The blueshift is not a property of hydrodynamics as such: the fluid computed below for this density redshifts with a free surface, and its $d$ changes sign, to a blueshift, when a wall is put at the edge. To first order in $1/R$ the shift is set by the real part of Feibelman's $d$ at the mode frequency, and spill-out enters through sum rules on $d$. Apart from this measured range and the box and broadening dependence quoted for the TDLDA spectra, the numbers are taken from the numerical output below or worked out from it.

## The shift in terms of d

The system is neutral jellium with background density $n_0$, a sharp edge at $r=R$ (sphere) or $z=L$ (flat surface), vacuum outside, and no retardation. Gaussian units are used, the electron charge is $-e$, and fields vary as $e^{-i\omega t}$. In the bulk $\varepsilon=1-\omega_p^2/\omega^2$ with $\omega_p^2=4\pi n_0e^2/m$. For a flat surface in a normal field, with induced electron density $n_1(z)$,

$$d(\omega)=\frac{\int (z-L)\,n_1\,dz}{\int n_1\,dz},$$

positive when the centroid of the induced charge lies on the vacuum side.

If the surface layer is thin compared with $R$, the classical potentials inside and outside can be continued to $r=R$ and joined by two conditions. Poisson's equation $\phi''=-4\pi\rho_1$ across a layer of total charge $\sigma$ per area gives $\phi_{\rm out}(z)-\phi_{\rm in}(z)=-4\pi\int(z-z')\rho_1(z')\,dz'$ for the continued solutions. At $z=L$ the value and the slope give

$$\phi_{\rm out}-\phi_{\rm in}=4\pi\sigma d,\qquad E_{\rm out}-E_{\rm in}=4\pi\sigma ,$$

where $E$ is the normal component. Both follow from Poisson's equation and leave $\sigma$ unknown. It is fixed by the continuity of the continued $D_n$, which holds for the following reason. By $\nabla\cdot\mathbf D=0$, the continued $D_n$ can jump only by minus the surface divergence of the excess of $\mathbf D_\parallel$ integrated over the layer. The excess of $\mathbf E_\parallel$ is a potential difference of first order in the layer width, integrated over that width, and so is of second order. For the excess polarization, the background exerts no force along the surface and the electron–electron forces cancel in the total, so $-m\omega^2\int n\,\mathbf u_\parallel dz=-e\mathbf E_\parallel\int n\,dz$. Neutrality makes $\int n\,dz$ equal to its value for a step profile, so the excess vanishes. This is $d_\parallel=0$. Then $E_{\rm out}=\varepsilon E_{\rm in}$ and $4\pi\sigma=(\varepsilon-1)E_{\rm in}$. The ground-state spill-out does not appear in these conditions: every electron outside the edge is missing from inside it.

Measure lengths in units of $R$, write $\delta=d/R$, and take $\phi_{\rm in}=a\,r^lY_{lm}$, $\phi_{\rm out}=(-r^l+\alpha\,r^{-l-1})Y_{lm}$. At $r=1$, $E_{\rm in}=-la$ and $E_{\rm out}=l+(l+1)\alpha$, and the conditions read

$$l+(l+1)\alpha=-\varepsilon la,\qquad \alpha-1=a\,[1-l(\varepsilon-1)\delta].$$

Multiplying the first by the square bracket and inserting the second gives $[l+(l+1)\alpha][1-l(\varepsilon-1)\delta]=\varepsilon l(1-\alpha)$. The terms free of $\alpha$ collect to $\varepsilon l-l+l^2(\varepsilon-1)\delta=l(\varepsilon-1)(1+l\delta)$. Dividing by $l$ and restoring $R$,

$$\alpha_l=R^{2l+1}\frac{(\varepsilon-1)(1+ld/R)}{\varepsilon+\frac{l+1}{l}-(\varepsilon-1)(l+1)\,d/R}.$$

With $\varepsilon-1=-\omega_p^2/\omega^2$ the denominator vanishes when $(2l+1)/l=(\omega_p^2/\omega^2)[1-(l+1)d/R]$, so

$$\omega^2=\omega_l^2\left[1-(l+1)\frac{d(\omega)}{R}\right],\qquad \omega_l^2=\frac{l}{2l+1}\,\omega_p^2. \tag{1}$$

To first order $d$ is taken at $\omega_l$. The Mie frequency is $\omega_M=\omega_1=\omega_p/\sqrt3$, and the relative dipole shift is $-\mathrm{Re}\,d(\omega_M)/R$; a positive $\mathrm{Im}\,d$ gives $\mathrm{Im}\,\omega<0$, a damping. The sign and the factor 2 can be read from the dipole mode. Let the electrons in the interior move by $u$. Continuity fixes the surface charge per solid angle, so if this charge sits at radius $R+d$ its density per area is lower by the factor $R^2/(R+d)^2$. The restoring field inside is proportional to that density and becomes $\tfrac{4\pi}{3}n_0eu\,(1-2d/R)$ to first order, weaker for $d>0$. In the static limit $\varepsilon\to-\infty$ and

$$\alpha(0)=R^3\,\frac{1+d(0)/R}{1-2d(0)/R}\simeq R^3\left[1+\frac{3d(0)}{R}\right]. \tag{2}$$

The static coefficient is 3 and that of (1) at $l=1$ is 2, with $d$ at different frequencies, so the static image plane cannot be put into (1).

## The hard wall

Let the equilibrium density be $n_0$ up to the edge and the displacement be $\mathbf u=\nabla\psi$, so that $n_1=-n_0\nabla^2\psi$. The equation of motion $-m\omega^2\mathbf u=e\nabla\phi-m\beta^2\nabla(n_1/n_0)$ and Poisson's equation $\nabla^2\phi=4\pi en_1$ become, with $\Phi=e\phi/m$,

$$-\omega^2\psi=\Phi+\beta^2\nabla^2\psi,\qquad \nabla^2\Phi=-\omega_p^2\nabla^2\psi .$$

The Laplacian of the first, with the second, gives $\nabla^2n_1=\kappa^2n_1$ with $\kappa^2=(\omega_p^2-\omega^2)/\beta^2$. At a flat wall and $\omega<\omega_p$, $n_1\propto e^{\kappa(z-L)}$ inside and zero outside, so

$$d_{\rm HW}(\omega)=-\frac1\kappa=-\frac{\beta}{\sqrt{\omega_p^2-\omega^2}}<0. \tag{3}$$

In the sphere $\psi=[Ar^l+B\,i_l(\kappa r)]Y_{lm}$, with $i_l$ the modified spherical Bessel function. Since $\omega^2+\beta^2\kappa^2=\omega_p^2$, the radial part of $\Phi$ is $-\omega^2Ar^l-\omega_p^2B\,i_l$. The wall demands $\psi'(R)=0$, so $B\,x\,i_l'(x)=-lAR^l$ with $x=\kappa R$. A free mode joins to $r^{-l-1}$, so $R\Phi'+(l+1)\Phi=0$, or $\omega^2(2l+1)AR^l+\omega_p^2B[x\,i_l'+(l+1)i_l]=0$. Eliminating $B$,

$$\omega^2=\omega_l^2\left[1+(l+1)\frac{i_l(x)}{x\,i_l'(x)}\right]. \tag{4}$$

For large $x$, $i_l/i_l'\to1$ and (4) is (1) with (3). For $l=1$, $\kappa=\omega_p\sqrt{2/3}/\beta$ and $\omega\simeq\omega_M(1+1/\kappa R)=\omega_M+\beta/(\sqrt2R)$. A finite-volume diagonalization of the fluid equations was tested against (4) for $l=1,2,3$, and the centroid in a slab against (3).

The sign holds at every radius. A mode has $\omega^2=[C(\mathbf u)+\beta^2\int(\nabla\cdot\mathbf u)^2]/\int|\mathbf u|^2$, where $C$ is the Coulomb term. Any gradient field of order $l$ in the ball splits into $\nabla\eta$, with $\eta=0$ on the surface, and a multiple of $\nabla(r^lY_{lm})$. The parts are orthogonal, because $\int\nabla\eta\cdot\nabla H=\oint\eta\,\partial_nH-\int\eta\nabla^2H=0$ for harmonic $H$. The first part produces $\phi=-4\pi en_0\eta$ inside and zero outside, which is continuous and has $\mathbf D=0$, so its Coulomb eigenvalue is $\omega_p^2$. The second is the classical mode, with eigenvalue $\omega_l^2<\omega_p^2$. Hence $C\ge\omega_l^2\int|\mathbf u|^2$, with equality only for the harmonic field, whose radial component $lR^{l-1}$ the wall forbids. Therefore $\omega>\omega_l$; the grid calculation was tested for this at $R=5$ and 18.06 bohr. Wall and pressure act together: the wall forces the flow to stop inside the edge, the pressure gives the stopping layer its width $1/\kappa$, and the first-order shift vanishes as $\beta\to0$. No real $\beta$ reverses the sign.

## Which excitations push d outward

Take a slab $|z|<L$ of area $A$ in the potential energy $e\mathcal Ez$ per electron, and let $Z=\sum_iz_i$. Linear response gives $\langle Z\rangle=-(e\mathcal E/m)\sum_nf_n/(\omega_n^2-\omega^2)$ with $f_n=2m\omega_n|\langle n|Z|0\rangle|^2/\hbar$ and $\sum f_n=N$. Since $n_1$ is odd in $z$, define $F_n=f_n/2A$ for one half, so that $\sum F_n=n_0L$ and $\int_0^\infty zn_1dz=-(e\mathcal E/m)\sum F_n/(\omega_n^2-\omega^2)$. If $n_1$ has decayed at the centre, which needs a thick slab and $\omega<\omega_p$, the electrons there move rigidly by $u$ in the field $\mathcal E+4\pi en_0u$. Then $-m\omega^2u=-e\mathcal E-m\omega_p^2u$, and continuity gives $\int_0^\infty n_1dz=n_0u=-(e\mathcal E/m)\,n_0/(\omega_p^2-\omega^2)$. The ratio of the two integrals is $d+L$. Writing $\omega_p^2-\omega^2=(\omega_n^2-\omega^2)+(\omega_p^2-\omega_n^2)$, the first piece sums to $L$, and

$$d(\omega)=\sum_n\frac{F_n}{n_0}\,\frac{\omega_p^2-\omega_n^2}{\omega_n^2-\omega^2}. \tag{5}$$

As $F_n\ge0$, excitations between $\omega$ and $\omega_p$ contribute positively, and those below $\omega$ or above $\omega_p$ negatively. Where the spectrum is continuous, the sum is a principal value and $\mathrm{Im}\,d(\omega+i0)\ge0$ below $\omega_p$. For the hard-wall slab the odd modes are $n_1\propto\sin kz$ with $\omega^2=\omega_p^2+\beta^2k^2$, all above $\omega_p$ (the lowest is at $1.0023\,\omega_p$ in the slab used), so every term of (5) is negative.

## What spill-out fixes

With $P=\sum p_{z,i}$ and the background potential energy $V$, $[H,Z]=-i\hbar P/m$ and $[H,P]=i\hbar\sum\partial_zV$, because the interaction commutes with $P$. The first gives $|P_{n0}|=m\omega_n|Z_{n0}|$. The expectation value $\langle[P,[H,P]]\rangle$ equals $2\hbar\sum\omega_n|P_{n0}|^2$ by closure and $\hbar^2\langle\sum\partial_z^2V\rangle$ directly. Hence

$$\sum_nf_n\omega_n^2=\frac{2}{m\hbar}\sum_n\omega_n|P_{n0}|^2=\frac1m\int n\,\partial_z^2V\,d^3r .$$

Poisson's equation gives $\nabla^2V=m\omega_p^2$ inside the background and zero outside, so only the electrons inside are counted. Define the spill-out length $s=\int_L^\infty n\,dz/n_0$. In the slab $\sum F_n\omega_n^2=\omega_p^2n_0(L-s)$, so the numerators of (5) obey

$$\sum_n\frac{F_n}{n_0}(\omega_p^2-\omega_n^2)=s\,\omega_p^2. \tag{6}$$

For a spherical density $\partial_z^2$ averages to $\nabla^2/3$. With $\Delta N$ electrons outside $R$,

$$E_3^2\equiv\hbar^2\frac{\sum f_n\omega_n^2}{\sum f_n}=\hbar^2\omega_M^2\left(1-\frac{\Delta N}{N}\right), \tag{7}$$

and $\Delta N/N\simeq4\pi R^2n_0s/(\tfrac43\pi R^3n_0)=3s/R$. The polarizability is $\alpha(0)=(e^2/m)\sum f_n/\omega_n^2$, and $Ne^2/m=\omega_M^2R^3$, so

$$E_1^2\equiv\hbar^2\frac{\sum f_n}{\sum f_n/\omega_n^2}=\hbar^2\omega_M^2\frac{R^3}{\alpha(0)} .$$

The Cauchy–Schwarz inequality $(\sum f_n)^2\le(\sum f_n\omega_n^2)(\sum f_n/\omega_n^2)$ gives $E_1\le E_3<\hbar\omega_M$. To first order in $1/R$, (2) and (7) turn $E_1\le E_3$ into $1-3d(0)/R\le1-3s/R$, that is $d(0)\ge s>0$. The lowest dipole-active frequency satisfies $\omega_{\rm low}^2\sum f_n/\omega_n^2\le\sum f_n$, so $\hbar\omega_{\rm low}\le E_1$. If that lowest mode is the Mie mode, (1) gives $1-2d(\omega_M)/R\le1-3d(0)/R$, and

$$d(\omega_M)\ge\tfrac32d(0)\ge\tfrac32s>0. \tag{8}$$

Since $d(0)>0$, (5) at $\omega=0$ requires dipole strength below $\omega_p$ at a free surface. A discrete mode there carries no net charge, because $\int n_1dz$ has no pole at $\omega_n\neq\omega_p$; this is the multipole surface plasmon. The argument shows that such strength exists and does not say where. Strength below $\omega_M$ adds to $d(0)$ and subtracts from $d(\omega_M)$, which is why the first inequality in (8) carries a condition, and in Kohn–Sham response particle–hole excitations can violate it. A wall potential $V_w$ changes the right side of (6) to $s\omega_p^2-\int nV_w''dz/(mn_0)$. By parts the new integral is $-\int n'V_w'dz$, positive where the density falls into a rising wall, so $E_3<\hbar\omega_M$ and $d(0)\ge s$ are no longer guaranteed.

## A fluid with a free surface

The model has the energy $(\lambda\hbar^2/2m)\int|\nabla\sqrt n|^2+G[n]$, where $G$ holds the Thomas–Fermi, electrostatic and LDA terms (Slater exchange, Perdew–Wang correlation), and $\lambda=1/9$. With irrotational flow this is a one-orbital Schrödinger equation with $\hbar^*=\sqrt\lambda\,\hbar$ and potential $v=\delta G/\delta n$. The ground state $\chi=\sqrt n$ obeys $h\chi=0$ with $h=-\hbar^{*2}\nabla^2/2m+v-\mu$. Put $\Psi=(\chi+f+ig)e^{-i\mu t/\hbar^*}$, so that $n_1=2\chi f$ and $\delta v=K(2\chi f)$ with $K=\delta^2G/\delta n\,\delta n$. The imaginary and real parts are $\hbar^*\dot f=hg$ and $-\hbar^*\dot g=(h+2\chi K\chi)f$, so

$$\lambda\hbar^2\omega^2f=h\,(h+2\chi K\chi)\,f .$$

Far outside both factors tend to $-\hbar^{*2}\nabla^2/2m+|\mu|$, so emission into the vacuum begins at $\hbar\omega=|\mu|/\sqrt\lambda=3\times2.442=7.33$ eV, above $\hbar\omega_p=5.89$ eV. Deep in the metal a plane wave obeys $\omega^2=\omega_p^2+n_0K_0k^2/m+\lambda\hbar^2k^4/4m^2$, where $K_0$ is the local (Thomas–Fermi and LDA) part of $K$. At this density $K_0>0$, so the bulk plasmons start at $\omega_p$. With no continuum below $\omega_p$, $d$ is real there away from its poles. The relations (5)–(8) were derived for the many-electron Hamiltonian. They hold in the fluid and in TDLDA too, because both obey continuity, and a rigid displacement of the electrons changes only their energy in the background, whose second derivative $\int n\,\partial_z^2V\,d^3r$ is the quantity in the sum rule.

In the slab the ground state gives $s=0.3795$ bohr, and the mode sum in (6) gives the same value to four digits. The centroid from a driven linear solve and the sum (5) were tested against each other at three frequencies: $d(0)=0.781$, $d(\omega_M)=1.84$ bohr (0.97 Å) and $d(\omega_2)=2.47$ bohr. The chain (8) reads $1.84\ge1.17\ge0.57$ bohr, so the bound from spill-out is less than a third of the value. One mode lies below $\omega_p$, at 4.62 eV $=0.7836\,\omega_p$. It contributes $+0.956$ bohr to $d(0)$ against $-0.174$ bohr from all modes above $\omega_p$. At $\omega_M$ its term grows by $0.7836^2/(0.7836^2-1/3)=0.614/0.281=2.19$ to $+2.091$ bohr, against $-0.250$ bohr. In this model the redshift is the contribution of the multipole plasmon, reduced by about an eighth by the modes above $\omega_p$.

The control keeps the functional and adds a wall, a node of $\chi$, at a distance $w$ outside the edge, with the ground state recomputed:

| $w$ (bohr) | $s$ (bohr) | $d(\omega_M)$ (bohr) |
|---|---|---|
| 0 | 0 | $-1.77$ |
| 1 | 0.127 | $-0.86$ |
| 2 | 0.299 | $-0.02$ |
| free | 0.380 | $+1.84$ |

The tests assert the negative sign at $w=0$, the negative sign with $s>0$ at $w=1$, and the rise along the table. At $w=2$ bohr the ground state has 79% of its free spill-out while $d(\omega_M)$ is close to zero. Ground-state spill-out is therefore not sufficient for a redshift; the sign also depends on how far out the density is allowed to respond.

Equations (1) and (2) were tested on spheres of $R=40$, 80 and 160 bohr through $d_{\rm eff}=R(1-\omega^2/\omega_l^2)/(l+1)$ and $R(\alpha/R^3-1)/3$, extrapolated quadratically in $1/R$. The limits are 1.839, 2.441 and 0.781 bohr against the slab values 1.841, 2.468 and 0.781 bohr, differences of 0.1%, 1.1% and below 0.1% of the slab value. When $d_{\rm eff}$ is divided by the slab $d$ at the actual mode frequency, the ratio extrapolates to 1.0000 ($l=1$) and 1.0006 ($l=2$), so most of the 1.1% comes from extrapolating through the frequency dependence of $d$, which is steeper at $\omega_2$, nearer the pole. For $l=1$ the ratio falls short of 1 by 0.067, 0.035 and 0.018 at the three radii, halving as $R$ doubles, as a next-order term in $1/R$ does.

## How large: 92 electrons

Here $R=r_sN^{1/3}=18.06$ bohr (9.56 Å) and $\hbar\omega_M=3.401$ eV.

For the hard wall take $\beta^2=\tfrac35v_F^2$, so $\hbar\beta=\sqrt{0.6}\times13.056=10.113$ eV bohr. Then $d(\omega_M)=-10.113/(5.891\times0.8165)=-2.10$ bohr ($-1.11$ Å). Equation (1) gives $3.401\times\sqrt{1+2(2.102)/18.06}=3.78$ eV, its linear form $3.401+10.113/(\sqrt2\times18.06)=3.80$ eV, and (4) gives 3.85 eV. The shift from (1), 0.375 eV, is 16% below the 0.449 eV of (4). Two effects push the same way: $|d_{\rm HW}|$ in (3) grows as the mode moves up, and $i_1/i_1'\simeq1+1/x$ exceeds 1. The higher multipoles move further, from 3.73 to 4.54 eV ($l=2$) and from 3.86 to 5.05 eV ($l=3$).

For the free fluid, $\Delta N/N=0.0610$ against $3s/R=0.0630$, and $\alpha/R^3=1.125$ against $1+3(0.781)/18.06=1.130$ from (2). Then $E_3=3.401\sqrt{1-0.0610}=3.30$ eV and $E_1=3.401/\sqrt{1.1246}=3.21$ eV. The lowest mode holds 93% of the strength and lies at 3.14 eV, a shift of $-0.26$ eV, below $E_1$ as required. Equation (1) gives $3.401\times\sqrt{1-2(1.8405)/18.06}=3.035$ eV, a shift 40% larger than the computed one. The drop from 1.84 bohr to $d_{\rm eff}=1.33$ bohr has two parts: $d$ at the mode frequency is 1.54 bohr, and the remaining 0.21 bohr lies beyond the flat-surface description.

Kohn–Sham TDLDA for the same sphere, with closed shells and a gap of 0.57 eV, gives $\Delta N/N=0.0853$ from the ground-state density and $1-(E_3/\hbar\omega_M)^2=0.0853$ from the excitation spectrum, which is the test of (7). With $\alpha/R^3=1.195$, $E_1=3.11$ eV and $E_3=3.25$ eV. The spectrum consists of lines below the ionization threshold, 3.02 eV, and of a continuum above it, which the wall of the box (16 bohr outside the edge) discretizes. Broadened with Lorentzians of half-width 0.15 eV it peaks at 3.00 eV, and about 80% of the strength lies below $\omega_M$. This peak does not move when the box is enlarged or opened, but it goes from 2.98 to 3.03 eV as the half-width goes from 0.05 to 0.4 eV. For $N=20$ ($R=10.86$ bohr), $\Delta N/N=0.147$, $E_1=2.91$ eV, $E_3=3.14$ eV, and the strength is split across the threshold at 2.71 eV, so the highest maximum depends on the box. In the 16-bohr box it lies at 2.65 eV; with an outgoing-wave boundary the same broadening gives two maxima of nearly equal height, at 2.62 and 2.88 eV (shifts of $-0.78$ and $-0.53$ eV), which merge near 2.82 eV at half-width 0.25 eV. The $N=92$ peak corresponds to $d_{\rm eff}$ of about 2.0 bohr and the two $N=20$ maxima to 2.2 and 1.5 bohr, so no $1/R$ trend can be read from these two clusters. With the open boundary the highest maximum lies below $E_1$ in both clusters; this is computed and does not follow from the inequalities. The fluid with $\lambda=1/9$ has the sign of TDLDA, 72% of its spill-out and about two thirds of its shift. The closeness of the fluid's flat-surface 1.84 bohr to the TDLDA 2.0 bohr is not agreement between the models, since the like quantity is 1.33 bohr.

## What to do

For a simple-metal particle in vacuum, a hard wall at the jellium edge should not be used for the size shift, and refitting $\beta$ cannot repair it. The self-consistent fluid used here, with $\lambda=1/9$ at $r_s=4$ bohr, recovers the sign. This does not carry over automatically to another $\lambda$ or density: if dipole strength falls below $\omega_M$, the first inequality in (8) is no longer guaranteed. Then $d(0)\ge s$ still holds, but it does not fix the sign of $d(\omega_M)$, which must be computed afresh. Sign and magnitude should both be checked against Kohn–Sham response at a size where both can be run.

When $d$ is imported into classical boundary conditions, it must be the dynamic value, referred to the jellium edge. In the fluid $d(\omega_M)$ is 2.4 times $d(0)$ and 4.8 times $s$. At $R$ near 18 bohr the first-order formula missed the shift by 16% (wall) and 40% (free fluid) of the full result of the same model. Keeping the frequency dependence reduces the error: for the free fluid, the slab value at the mode frequency of the full calculation, $d=1.544$ bohr, gives $3.401\sqrt{1-2(1.544)/18.06}=3.10$ eV, a shift 17% too large.

The simulation box is itself a wall. It must be moved out until $d$ or the mode frequency has converged, since in the table above $s$ approaches its free value earlier than $d$ does. Equation (7) is a cheap check of a jellium response calculation with a spherical ground state, and $E_3$ bounds $E_1$ without giving the peak position.

The inequalities assume electrons moving in the local potential of a rigid uniform background. A polarizable ion core, d-band screening, a dielectric environment, nonlocal pseudopotentials or a surface lattice structure with $d_\parallel\neq0$ change the commutators or the matching conditions, and the sign must then be computed afresh. The TDLDA values are those of spherical jellium. They leave out ionic structure, core polarization, temperature and nonadiabatic exchange and correlation, and they are not a substitute for measured spectra.

## Values computed for the example and the checks

```
rs = 4.0 bohr, n0 = 0.003730 bohr^-3, lambda = 0.11111
hbar wp = 5.8914 eV, hbar wM = 3.4014 eV
hbar vF = 13.0557 eV bohr, hbar beta = 10.1129 eV bohr
R(N=92) = 18.0574 bohr = 9.5556 A
hard wall d(0): centroid -1.7165, formula -1.7165 bohr
hard wall d(wM): centroid -2.1023, formula -2.1023 bohr
hard wall d(wM) = -1.1125 A; lowest slab mode/wp = 1.00227
hard wall l=1: classical 3.4014, exact 3.8505, grid 3.8505 eV
hard wall l=2: classical 3.7261, exact 4.5368, grid 4.5368 eV
hard wall l=3: classical 3.8569, exact 5.0474, grid 5.0474 eV
hard wall l=1: d-formula 3.7767 eV, linear 3.7974 eV
hard wall l=1 exact shift = +0.4491 eV
fluid slab: mu = -2.4424 eV, continuum edge = 7.3271 eV
fluid slab: s = 0.3795 bohr, mode sum / wp^2 = 0.3795 bohr
fluid d(0): centroid 0.7813, spectral 0.7813 bohr
fluid d(wM): centroid 1.8405, spectral 1.8405 bohr
fluid d(w2): centroid 2.4677, spectral 2.4677 bohr
fluid d(wM) = 0.9740 A; 1.5 d(0) = 1.1720, 1.5 s = 0.5692 bohr
slab modes below wp: 1, lowest 4.6162 eV = 0.7836 wp
d(0) parts: below wp +0.9557, above wp -0.1744 bohr
d(wM) parts: below wp +2.0909, above wp -0.2503 bohr
fluid + wall at 0 bohr: s = 0.0000, d(wM) = -1.7653 bohr
fluid + wall at 1 bohr: s = 0.1271, d(wM) = -0.8620 bohr
fluid + wall at 2 bohr: s = 0.2989, d(wM) = -0.0218 bohr
sphere R=40: d_eff l=1 1.5592, l=2 1.7304, static 0.7657 bohr
sphere R=40: slab d at mode frequency l=1 1.6716, l=2 1.9516 bohr
sphere R=80: d_eff l=1 1.6848, l=2 2.0171, static 0.7732 bohr
sphere R=80: slab d at mode frequency l=1 1.7455, l=2 2.1396 bohr
sphere R=160: d_eff l=1 1.7582, l=2 2.2119, static 0.7772 bohr
sphere R=160: slab d at mode frequency l=1 1.7898, l=2 2.2769 bohr
R->inf d_eff = 1.8386 bohr, slab d(wM) = 1.8405 bohr
R->inf d_eff = 2.4409 bohr, slab d(w2) = 2.4677 bohr
R->inf d_eff = 0.7813 bohr, slab d(0) = 0.7813 bohr
R->inf d_eff / d(mode frequency): l=1 1.0000, l=2 1.0006
fluid N=92: sum F = 92.000, dN/N = 0.0610, 1-(E3/wM)^2 = 0.0610
fluid N=92: alpha/R^3 = 1.1246, E1 = 3.2074 eV, E3 = 3.2961 eV
fluid N=92: mode 3.1404 eV, shift -0.2611 eV, strength 0.9286
fluid N=92: d-formula 3.0350 eV, 3s/R = 0.0630
fluid N=92: d_eff 1.3328, slab d at mode 1.5439 bohr
TDLDA N=20: R = 10.8577 bohr, HOMO -2.7101 eV, gap 0.5123 eV
TDLDA N=20: sum F = 20.000, dN/N = 0.1469, 1-(E3/wM)^2 = 0.1469
TDLDA N=20: alpha/R^3 = 1.3633, E1 = 2.9131 eV, E3 = 3.1416 eV
TDLDA N=20: peak 2.650 eV (HWHM 0.15 eV), shift -0.751 eV
TDLDA N=20: strength below wM 0.790, d_eff = 2.134 bohr
TDLDA N=92: R = 18.0574 bohr, HOMO -3.0209 eV, gap 0.5740 eV
TDLDA N=92: sum F = 91.999, dN/N = 0.0853, 1-(E3/wM)^2 = 0.0853
TDLDA N=92: alpha/R^3 = 1.1952, E1 = 3.1113 eV, E3 = 3.2531 eV
TDLDA N=92: peak 3.004 eV (HWHM 0.15 eV), shift -0.397 eV
TDLDA N=92: strength below wM 0.822, d_eff = 1.987 bohr
```
